# Pull-in voltages of an electrostatic relay with trapped coating charge: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Pull-in voltages of an electrostatic relay with trapped charge on its coating.

Result under test: with the coated electrode at voltage V and the movable plate
at zero, the two pull-in voltages are +V0 - Vs and -V0 - Vs, where
    Vs = sigma * d / (k * eps0)              (shift voltage)
    V0 = sqrt(8 * kappa * G0**3 / (27 * eps0))   (neutral pull-in voltage)
sigma: trapped charge per area on the gap side of the coating
d, k:  coating thickness and relative permittivity
kappa: spring stiffness per plate area
G0:    rest gap + d/k
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import c, e, epsilon_0 as eps0, hbar, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# Coating and charge
sigma = 1e-3
thickness = 10e-9
k = 4.0
# Tungsten plate and its four guided flexures (rough modulus and work function)
modulus = 400e9
work_function = 4.5
plate_side = 5e-6
plate_thickness = 500e-9
rest_gap = 100e-9
flex_length, flex_width, flex_height = 5e-6, 500e-9, 100e-9

N_COAT, N_GAP = 4, 12   # finite-volume cells in the coating and in the gap


def solve_field(gap, voltage, charge, period=5e-6):
    """Solve Poisson's equation between the electrodes, periodic sideways.

    charge[i, j] is the charge per area in column i on coating plane j + 1;
    the last plane is the coating surface. Returns U - V*Q per area and the
    field at the movable plate in every column.
    """
    n_x = charge.shape[0]
    steps = np.r_[np.full(N_COAT, thickness / N_COAT), np.full(N_GAP, gap / N_GAP)]
    eps = np.r_[np.full(N_COAT, k * eps0), np.full(N_GAP, eps0)]
    link = eps / steps
    vertical = (np.diag(link[:-1] + link[1:])
                - np.diag(link[1:-1], 1) - np.diag(link[1:-1], -1))
    side = 0.5 * (eps[:-1] * steps[:-1] + eps[1:] * steps[1:]) / (period / n_x)**2
    unit = np.eye(n_x)
    ring = 2 * unit - np.roll(unit, 1, axis=0) - np.roll(unit, -1, axis=0)
    matrix = np.kron(unit, vertical) + np.kron(ring, np.diag(side))
    source = np.zeros((n_x, len(steps) - 1))
    source[:, :N_COAT] = charge
    source[:, 0] += link[0] * voltage
    inner = np.linalg.solve(matrix, source.ravel()).reshape(source.shape)
    potential = np.hstack([np.full((n_x, 1), voltage), inner, np.zeros((n_x, 1))])
    drop = potential[:, :-1] - potential[:, 1:]
    side_drop = inner - np.roll(inner, 1, axis=0)
    energy = 0.5 * np.mean(drop**2 @ link + side_drop**2 @ side)
    electrode_charge = np.mean(link[0] * drop[:, 0])
    return energy - voltage * electrode_charge, drop[:, -1] / steps[-1]


def attraction(gap, voltage, charge, period=5e-6):
    """Attraction per area from the numerical derivative of U - V*Q."""
    h = 1e-3 * gap
    upper = solve_field(gap + h, voltage, charge, period)[0]
    lower = solve_field(gap - h, voltage, charge, period)[0]
    return (upper - lower) / (2 * h)


def best_margin(voltage, charge, restoring):
    """Largest excess of restoring over attractive pressure, and its travel."""
    def deficit(fraction):
        travel = fraction * rest_gap
        field = solve_field(rest_gap - travel, voltage, charge)[1]
        return 0.5 * eps0 * np.mean(field**2) - restoring(travel)
    best = minimize_scalar(deficit, bounds=(0, 0.9), method="bounded",
                           options={"xatol": 1e-7})
    return -best.fun, best.x * rest_gap


def pull_in(sign, charge, restoring):
    """Voltage of the given sign at which equilibrium disappears, and travel."""
    size = brentq(lambda v: best_margin(sign * v, charge, restoring)[0],
                  0.0, 8.0, xtol=1e-9)
    return sign * size, best_margin(sign * size, charge, restoring)[1]


def flexure_stiffness(strain):
    """Stiffness of one guided flexure under axial compression (exact beam)."""
    b = np.sqrt(12 * strain) * flex_length / flex_height
    conditions = np.array([[1, 0, 1, 0], [0, 1, 0, b],
                           [1, 1, np.cos(b), np.sin(b)],
                           [0, 1, -b * np.sin(b), b * np.cos(b)]])
    a = np.linalg.solve(conditions, np.array([0.0, 0.0, 1.0, 0.0]))
    third = b**3 * (a[2] * np.sin(b) - a[3] * np.cos(b))
    return -modulus * flex_width * flex_height**3 / 12 * third / flex_length**3


def log10_transmission(barrier, mass, field, width):
    """WKB transmission through a barrier (in eV) tilted by a uniform field."""
    end = min(width, barrier / field) / width
    action = quad(lambda s: np.sqrt(max(barrier - field * width * s, 0.0)), 0, end)[0]
    return -2 * width * np.sqrt(2 * mass * e) / hbar * action / np.log(10)


# Derived formulas
shift = sigma * thickness / (k * eps0)
one_flexure = modulus * flex_width * flex_height**3 / flex_length**3
kappa = 4 * one_flexure / plate_side**2
G0 = rest_gap + thickness / k
V0 = np.sqrt(8 * kappa * G0**3 / (27 * eps0))

neutral = np.zeros((1, N_COAT))
charged = neutral.copy()
charged[0, -1] = sigma

# Force law: energy derivative against the closed formula, and wall stress
test_gap = rest_gap - G0 / 3
test_G = test_gap + thickness / k
for voltage in (-3.0, 0.0, 2.0):
    formula = eps0 * (voltage + shift)**2 / (2 * test_G**2)
    assert np.isclose(attraction(test_gap, voltage, charged), formula, rtol=1e-4)
    stress = 0.5 * eps0 * solve_field(test_gap, voltage, charged)[1][0]**2
    assert np.isclose(stress, formula, rtol=1e-6)

# Flexure stiffness from the beam equation in the limit of small compression
assert np.isclose(flexure_stiffness(1e-7), one_flexure, rtol=1e-3)


# Pull-in search with a linear spring
def linear(travel):
    return kappa * travel


neutral_plus, travel_plus = pull_in(+1, neutral, linear)
neutral_minus, _ = pull_in(-1, neutral, linear)
charged_plus, charged_travel = pull_in(+1, charged, linear)
charged_minus, _ = pull_in(-1, charged, linear)
assert np.isclose(neutral_plus, V0, rtol=1e-6)
assert np.isclose(neutral_minus, -V0, rtol=1e-6)
assert np.isclose(travel_plus, G0 / 3, rtol=1e-3)
assert np.isclose(charged_travel, G0 / 3, rtol=1e-3)
assert abs(charged_plus - neutral_plus + shift) < 1e-5
assert abs(charged_minus - neutral_minus + shift) < 1e-5

# Opposite charge must reverse the shift
opposite_plus, _ = pull_in(+1, -charged, linear)
assert abs(opposite_plus - neutral_plus - shift) < 1e-5

# Collapse at zero bias above a limiting charge
limit_charge = V0 * k * eps0 / thickness
assert best_margin(0.0, charged * 0.98 * limit_charge / sigma, linear)[0] > 0
assert best_margin(0.0, charged * 1.02 * limit_charge / sigma, linear)[0] < 0

# Other mechanical laws: flexure stretching with held ends, Casimir attraction
slope_integral = quad(lambda s: (6 * s - 6 * s**2)**2, 0, 1)[0]
mode_integral = quad(lambda u: u**3 / np.expm1(u), 1e-9, 60)[0]


def casimir(gap):
    return pi**2 * hbar * c / (240 * gap**4)


assert np.isclose(casimir(test_gap),
                  hbar * c * mode_integral / (16 * pi**2 * test_gap**4), rtol=1e-6)


def stretching(travel):
    return kappa * travel * (1 + 0.5 * slope_integral**2 * (travel / flex_height)**2)


def with_casimir(travel):
    return kappa * travel - casimir(rest_gap - travel)


def combined(travel):
    return stretching(travel) - casimir(rest_gap - travel)


V0_stretching = pull_in(+1, neutral, stretching)[0]
V0_casimir = pull_in(+1, neutral, with_casimir)[0]
V0_combined = pull_in(+1, neutral, combined)[0]
assert abs(V0_combined - V0) > 1e-3
for sign in (+1, -1):
    moved = pull_in(sign, charged, combined)[0] - sign * V0_combined
    assert abs(moved + shift) < 1e-5

# Same total charge spread evenly through the film: half the shift
bulk = np.full((1, N_COAT), sigma / N_COAT)
bulk[0, -1] /= 2
field_0 = solve_field(test_gap, 0.0, bulk)[1][0]
field_1 = solve_field(test_gap, 1.0, bulk)[1][0]
bulk_shift = field_0 / (field_1 - field_0)
assert np.isclose(bulk_shift, shift / 2, rtol=1e-6)

# Uneven charge sigma*(1 + cos): wide patches add a variance, fine ones do not
n_columns = 32
wave = np.cos(2 * pi * np.arange(n_columns) / n_columns)
patches = np.zeros((n_columns, N_COAT))
patches[:, -1] = sigma * (1 + wave)
spread = shift / np.sqrt(2)
uniform_pressure = attraction(test_gap, 2.0, charged)
local_extra = eps0 * spread**2 / (2 * test_G**2)
wide_extra = attraction(test_gap, 2.0, patches, 5e-6) - uniform_pressure
fine_extra = attraction(test_gap, 2.0, patches, 50e-9) - uniform_pressure
assert np.isclose(wide_extra, local_extra, rtol=0.01)
assert abs(fine_extra) < 0.01 * local_extra
half_window = np.sqrt(V0**2 - spread**2)

# Thermal compression of flexures whose ends were held
mismatch, heating = 2e-6, 100.0
strain = mismatch * heating
softening = flexure_stiffness(strain) / one_flexure
assert np.isclose(softening, 1 - slope_integral * strain
                  * (flex_length / flex_height)**2, rtol=0.03)
V0_heated = V0 * np.sqrt(softening)

# Plate bending: strip held at two ends, by the unit-load integral
pressure = kappa * G0 / 3
sag = (2 * quad(lambda s: s * (1 - s) / 2 * s / 2, 0, 0.5)[0]
       * pressure * plate_side**4 / (modulus * plate_thickness**3 / 12))

# Fields and tunnelling
gap_field = abs(solve_field(test_gap, charged_plus, charged)[1][0])
closed_field = abs(charged_minus) / thickness
coat_barrier, coat_mass, breakdown = 3.0, 0.4, 10.0
coat_log = log10_transmission(coat_barrier, coat_mass * m_e, closed_field, thickness)
gap_log = log10_transmission(work_function, m_e, gap_field, test_gap)
contact = 0.1
contact_charge = contact * k * eps0 / thickness

print("INPUTS")
print(f"trapped charge: {sigma*1e3:.2f} mC/m^2")
print(f"coating thickness: {thickness*1e9:.1f} nm")
print(f"coating relative permittivity: {k:.1f}")
print(f"rest gap: {rest_gap*1e9:.1f} nm")
print(f"plate side: {plate_side*1e6:.1f} um")
print(f"plate thickness: {plate_thickness*1e9:.0f} nm")
print(f"flexure length: {flex_length*1e6:.1f} um")
print(f"flexure width: {flex_width*1e9:.0f} nm")
print(f"flexure thickness: {flex_height*1e9:.0f} nm")
print(f"tungsten modulus (rough): {modulus/1e9:.0f} GPa")
print(f"tungsten work function (rough): {work_function:.1f} eV")
print("RESULTS")
print(f"trapped elementary charges: {sigma/e/1e4:.3e} per cm^2")
print(f"shift voltage Vs: {shift:.4f} V")
print(f"stiffness of one flexure: {one_flexure:.3f} N/m")
print(f"total stiffness: {4*one_flexure:.3f} N/m")
print(f"stiffness per area: {kappa:.4e} N/m^3")
print(f"electrical rest gap G0: {G0*1e9:.2f} nm")
print(f"neutral pull-in from formula: {V0:.4f} V")
print(f"neutral pull-in, search: {neutral_plus:+.4f} and {neutral_minus:+.4f} V")
print(f"charged pull-in, search: {charged_plus:+.4f} and {charged_minus:+.4f} V")
print(f"signed shift, positive branch: {charged_plus-neutral_plus:+.4f} V")
print(f"signed shift, negative branch: {charged_minus-neutral_minus:+.4f} V")
print(f"positive pull-in for opposite charge: {opposite_plus:+.4f} V")
print(f"travel at pull-in: {travel_plus*1e9:.2f} nm")
print(f"open gap at pull-in: {test_gap*1e9:.2f} nm")
print(f"charge for collapse at zero bias: {limit_charge*1e3:.2f} mC/m^2")
print(f"shift voltage, charge spread through film: {bulk_shift:.4f} V")
print("NEGLECTED EFFECTS")
print(f"V0 with flexure stretching (held ends): {V0_stretching:.4f} V")
print(f"V0 with ideal-mirror Casimir attraction: {V0_casimir:.4f} V")
print(f"V0 with both: {V0_combined:.4f} V")
print(f"expansion mismatch (rough): {mismatch:.1e} per K")
print(f"heating considered: {heating:.0f} K")
print(f"stiffness factor when heated (held ends): {softening:.3f}")
print(f"V0 when heated (held ends): {V0_heated:.3f} V")
print(f"electrostatic pressure at pull-in: {pressure/1e3:.2f} kPa")
print(f"plate sag at pull-in: {sag*1e9:.3f} nm")
print(f"rest gap / plate side: {100*rest_gap/plate_side:.1f} %")
print(f"charge mimicked by {contact:.1f} V contact potential: "
      f"{contact_charge*1e3:.3f} mC/m^2")
print(f"rms spread of Vs for charge sigma*(1+cos): {spread:.4f} V")
print(f"half-window with that spread: {half_window:.4f} V")
print(f"gap field at pull-in: {gap_field/1e8:.3f} MV/cm")
print(f"coating field after closure at negative pull-in: {closed_field/1e8:.2f} MV/cm")
print(f"coating breakdown field (rough): {breakdown:.0f} MV/cm")
print(f"coating barrier (rough): {coat_barrier:.1f} eV")
print(f"coating tunnelling mass (rough): {coat_mass:.1f} electron masses")
print(f"log10 transmission, closed coating: {coat_log:.1f}")
print(f"log10 transmission, open gap at pull-in: {gap_log:.0f}")
print("success")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 207, in <module>
    assert abs(fine_extra) < 0.01 * local_extra
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The physics holds, but the numerical force on the fine charge pattern was faulty. To differentiate the energy, the program changed the gap by stretching every gap cell, including those beside the charged surface. This changed the discretization error in the large near-field energy of the 50 nm pattern, and that change appeared as a false force. Now only the cell touching the movable plate is stretched. The tested quantity and its 1 % tolerance are unchanged, and the same limit is now also applied to the force computed from the field at the plate.

The change:

```diff
@@ -31,13 +31,16 @@
 
 
-def solve_field(gap, voltage, charge, period=5e-6):
+def solve_field(gap, voltage, charge, period=5e-6, plate_shift=0.0):
     """Solve Poisson's equation between the electrodes, periodic sideways.
 
     charge[i, j] is the charge per area in column i on coating plane j + 1;
-    the last plane is the coating surface. Returns U - V*Q per area and the
-    field at the movable plate in every column.
+    the last plane is the coating surface. plate_shift moves the plate outward
+    by stretching only the cell that touches it, so the mesh near the charge
+    stays fixed. Returns U - V*Q per area and the field at the movable plate
+    in every column.
     """
     n_x = charge.shape[0]
     steps = np.r_[np.full(N_COAT, thickness / N_COAT), np.full(N_GAP, gap / N_GAP)]
+    steps[-1] += plate_shift
     eps = np.r_[np.full(N_COAT, k * eps0), np.full(N_GAP, eps0)]
     link = eps / steps
@@ -63,6 +66,6 @@
     """Attraction per area from the numerical derivative of U - V*Q."""
     h = 1e-3 * gap
-    upper = solve_field(gap + h, voltage, charge, period)[0]
-    lower = solve_field(gap - h, voltage, charge, period)[0]
+    upper = solve_field(gap, voltage, charge, period, +h)[0]
+    lower = solve_field(gap, voltage, charge, period, -h)[0]
     return (upper - lower) / (2 * h)
 
@@ -204,6 +207,9 @@
 wide_extra = attraction(test_gap, 2.0, patches, 5e-6) - uniform_pressure
 fine_extra = attraction(test_gap, 2.0, patches, 50e-9) - uniform_pressure
+fine_field = solve_field(test_gap, 2.0, patches, 50e-9)[1]
+fine_stress_extra = 0.5 * eps0 * np.var(fine_field)
 assert np.isclose(wide_extra, local_extra, rtol=0.01)
 assert abs(fine_extra) < 0.01 * local_extra
+assert fine_stress_extra < 0.01 * local_extra
 half_window = np.sqrt(V0**2 - spread**2)
 
```

After the repair:

```
INPUTS
trapped charge: 1.00 mC/m^2
coating thickness: 10.0 nm
coating relative permittivity: 4.0
rest gap: 100.0 nm
plate side: 5.0 um
plate thickness: 500 nm
flexure length: 5.0 um
flexure width: 500 nm
flexure thickness: 100 nm
tungsten modulus (rough): 400 GPa
tungsten work function (rough): 4.5 eV
RESULTS
trapped elementary charges: 6.242e+11 per cm^2
shift voltage Vs: 0.2824 V
stiffness of one flexure: 1.600 N/m
total stiffness: 6.400 N/m
stiffness per area: 2.5600e+11 N/m^3
electrical rest gap G0: 102.50 nm
neutral pull-in from formula: 3.0373 V
neutral pull-in, search: +3.0373 and -3.0373 V
charged pull-in, search: +2.7550 and -3.3197 V
signed shift, positive branch: -0.2824 V
signed shift, negative branch: -0.2824 V
positive pull-in for opposite charge: +3.3197 V
travel at pull-in: 34.17 nm
open gap at pull-in: 65.83 nm
charge for collapse at zero bias: 10.76 mC/m^2
shift voltage, charge spread through film: 0.1412 V
NEGLECTED EFFECTS
V0 with flexure stretching (held ends): 3.1769 V
V0 with ideal-mirror Casimir attraction: 3.0253 V
V0 with both: 3.1638 V
expansion mismatch (rough): 2.0e-06 per K
heating considered: 100 K
stiffness factor when heated (held ends): 0.395
V0 when heated (held ends): 1.910 V
electrostatic pressure at pull-in: 8.75 kPa
plate sag at pull-in: 0.017 nm
rest gap / plate side: 2.0 %
charge mimicked by 0.1 V contact potential: 0.354 mC/m^2
rms spread of Vs for charge sigma*(1+cos): 0.1997 V
half-window with that spread: 3.0308 V
gap field at pull-in: 0.444 MV/cm
coating field after closure at negative pull-in: 3.32 MV/cm
coating breakdown field (rough): 10 MV/cm
coating barrier (rough): 3.0 eV
coating tunnelling mass (rough): 0.4 electron masses
log10 transmission, closed coating: -29.4
log10 transmission, open gap at pull-in: -505
success
```
